# When a symmetric slab matches a dipole-corrected one-sided slab

A film has a treated top face and a clean bottom face. Its work function can be calculated with this one-sided slab, using a dipole correction to remove the artificial field in the vacuum, or with a two-sided slab that carries the treatment on both faces as mirror images. Do the two calculations give the same work function at the treated face?

## What symmetry and dimensions fix

Suppose that the film is insulating and that electrons can pass from the treated face to the clean one. In the two-sided slab, mirror symmetry requires equal charges on the faces. If the film between them holds no charge, neutrality makes both charges zero. The one-sided slab has no such protection: its faces may carry \(+\nu\) and \(-\nu\) per unit area, in units of the elementary charge.

Let the highest filled level of the treated face lie an energy \(\Delta>0\) above the lowest empty level of the clean face. Let each face have \(g\) states per unit energy and area, and let the film have thickness \(d\) and relative permittivity \(\varepsilon\). Suppose that \(d\) and \(\varepsilon\) enter only through the capacitance per area, \(\varepsilon/4\pi d\) in atomic units. With charge counted in elementary charges, this capacitance and \(g\) are both measured per unit energy and area. If energy and area are treated as independent units, the only dimensionless combination of \(\Delta\), \(g\) and the capacitance is \(s=4\pi g d/\varepsilon\), and \(\Delta\) is the only energy. The difference in work function must therefore have the form

\[
W_{\rm one}-W_{\rm two}=\Delta\,f(s).
\]

The large-\(s\) behaviour follows as well. Transfer stops when the levels align, so the voltage \(4\pi\nu d/\varepsilon\) cannot exceed \(\Delta\). Emptying the top levels by \(\nu\) shifts the highest filled one by \(\nu/g\), which is then at most \(\Delta/s\). For this constant \(g\) the difference therefore falls at least as fast as \(1/d\), and the calculation below shows that it falls no faster.

## A counter-example: donor and acceptor faces

The treated face, at \(z=d\), has a filled band with upper edge \(E_A\) and constant density of states \(g_A\). The clean face, at \(z=0\), has an empty band with lower edge \(E_C\) and density \(g_C\). These energies are measured before transfer, on a common scale. The film's own band edges are far enough away to stay out of play, the atoms are fixed, the temperature is zero, and wave functions of the two faces do not overlap. Charge is treated in mean field.

Removing \(\nu\) electrons from the top of the filled band lowers the band energy by \(E_A\nu-\nu^2/2g_A\), because the levels emptied lie progressively lower. Placing them in the empty band costs \(E_C\nu+\nu^2/2g_C\).

The dipole correction makes the field outside zero. Gauss's law at the positive top face and the negative bottom face then gives a film field of magnitude \(4\pi\nu/\varepsilon\). Its energy per area is

\[
\frac{\varepsilon d}{8\pi}\left(\frac{4\pi\nu}{\varepsilon}\right)^2=\frac{2\pi d\,\nu^2}{\varepsilon}.
\]

The total energy change is

\[
F(\nu)=-(E_A-E_C)\nu+\frac{\nu^2}{2}\left(\frac1{g_A}+\frac1{g_C}+\frac{4\pi d}{\varepsilon}\right),\qquad \nu\ge0 .
\]

Setting \(dF/d\nu=0\) when \(E_A>E_C\), and noting that \(F\) rises from \(\nu=0\) otherwise, gives

\[
\nu=\frac{\max(0,E_A-E_C)}{1/g_A+1/g_C+4\pi d/\varepsilon}.
\]

The work function \(W\) is the energy from the highest filled state of the treated face to the vacuum level just outside it. The local dipole step at this face is held fixed, so the distance from the original band edge to that vacuum level does not change. The highest filled state has moved down from the edge by \(\nu/g_A\). In the two-sided slab nothing is transferred, and hence

\[
W_{\rm one}-W_{\rm two}=\frac{\nu}{g_A}.
\]

For \(g_A=g_C=g\) this is \(\Delta/(2+s)\), the form required by the dimensional argument.

Take \(\varepsilon=4\), \(g_A=g_C=0.01\ \text{eV}^{-1}\text{Å}^{-2}\), \(E_A=0.5\) eV and \(E_C=-0.5\) eV. For numbers in eV and Å, each product of two charges carries the factor \(14.40\) eV Å. At \(d=10\) Å,

\[
\nu=\frac{1.0}{100+100+4\pi(14.40)(10)/4}\ \text{Å}^{-2}
=\frac{1.0}{652}\ \text{Å}^{-2}=0.00153\ \text{Å}^{-2}.
\]

The work functions differ by \(0.00153/0.01=0.153\) eV, or 0.0056 hartree. The film field is 0.069 V/Å, although the vacuum field is zero. This is about 7 MV/cm, comparable to the breakdown fields of thick oxides; the model assumes that the film still responds linearly, with a total drop smaller than the distance to its band edges. The energy balance closes: 0.69 eV drops across the film, and each face takes up 0.15 eV by filling or emptying levels, which together make the initial 1.0 eV.

The difference is 0.235 eV at 5 Å, 0.091 eV at 20 Å and still 0.050 eV at 40 Å. This disagreement is not confined to thin films. Nor is it a fault of the dipole correction, which has done its task: the remaining field belongs to real charges on the two faces.

Insulation alone does not cause the disagreement either. If \(E_A<E_C\), the same film has \(\nu=0\), and in this model the two work functions coincide at every thickness.

## The correct general statement

For fixed atoms, a linear film and no wave-function overlap between the faces, the two slabs agree at the treated face when two couplings are negligible:

1. the laterally varying electric field that reaches one face from the other;
2. the laterally averaged coupling through moving electrons: in an insulator, transfer between the unlike faces of the one-sided slab; in a film with mobile charge, the potential that the screened charge of one face leaves at the other.

Screening by the film is not necessary for agreement, and a larger permittivity does not always help: it reduces the lateral field transmitted from a fixed source, but it increases the transfer, since \(\Delta/(2+4\pi gd/\varepsilon)\) grows with \(\varepsilon\). The first coupling decays exponentially with thickness even at \(\varepsilon=1\). In an insulator the second is absent if the levels do not overlap, and its effect on the work function decays only as a power of \(d\) if they do. The power is \(1/d\) for the constant density of face states used here. In general, if emptying the treated face's levels to a depth \(u\) removes \(\nu\propto u^k\) electrons, then \(\nu\to\varepsilon\Delta/4\pi d\) at large \(d\) and the shift \(u\) falls as \(d^{-1/k}\); a density of states rising linearly from the band edge (\(k=2\)) gives \(d^{-1/2}\). In a film with mobile charge that screens locally (the Thomas–Fermi model of part three) its effect decays exponentially, but it can be present even without overlap of the face levels. In a real metal film, quantized subbands leave an oscillating remainder that decays more slowly.

The proof has three parts: the laterally averaged field, the laterally varying field, and transfer in the presence of mobile charge. The last two are treated in separate models, so their combined effect is not calculated.

## Proof, part one: neutral uniform faces do not interact

Let the treated face carry a uniform dipole density \(m\), pointing outward along \(+z\). Represent it by charge sheets \(-q\) and \(+q\) a distance \(l\) apart in the vacuum, with \(ql=m\). Repeat the slab with period \(L\).

Let \(D\) be the displacement field in the open vacuum. There is no free charge at the film's faces, so \(D\) is the same inside the film, where the electric field is \(D/\varepsilon\). Between the sheets the field is \(D-4\pi q\), because the negative sheet is crossed first. If the potential is allowed to rise by \(J\) over one period, then

\[
D(L-d-l)+(D-4\pi q)l+\frac{Dd}{\varepsilon}=-J .
\]

The terms in \(Dl\) cancel, leaving

\[
D=\frac{4\pi m-J}{L-d+d/\varepsilon}.
\]

An ordinary periodic calculation has \(J=0\) and therefore a spurious field. The dipole correction chooses \(J=4\pi m\), which gives \(D=0\). The field then vanishes in the vacuum and in the film, for every \(\varepsilon\). The clean face feels nothing from the dipole layer, and there is nothing for the film to screen.

With \(L=60\) Å, \(d=10\) Å, \(\varepsilon=4\) and \(m=0.005\) e/Å, the uncorrected vacuum field is

\[
\frac{4\pi(14.40)(0.005)}{50+2.5}\ \text{V/Å}=0.0172\ \text{V/Å},
\]

and the film field is one quarter of this, 0.0043 V/Å. A jump of 0.905 V removes both. The same jump is found for \(\varepsilon=1\).

If the faces also carry the transferred charges \(\pm\nu\), the displacement inside the film becomes \(D-4\pi\nu\). The condition \(D=0\) then needs \(J=4\pi m+4\pi\nu d/\varepsilon\), and the film keeps a field of magnitude \(4\pi\nu/\varepsilon\). A flat potential in the vacuum therefore does not show that the faces are decoupled. The laterally averaged potential inside the film must be inspected too.

## Proof, part two: fields that vary along the surface

Adsorbates are discrete, and their fields have lateral Fourier components with wave vector \(\mathbf G\ne0\), of magnitude \(G\). In the vacuum such a component obeys \(\phi''=G^2\phi\), so it grows or decays as \(e^{\pm Gz}\).

Let a component of unit amplitude at \(z=d\) arrive from above. Write \(x=Gd\) and

\[
\phi=\begin{cases}
e^{G(z-d)}-R\,e^{-G(z-d)}, & z>d\ \text{(below the source)},\\
\alpha_+e^{Gz}+\alpha_-e^{-Gz}, & 0<z<d,\\
t\,e^{Gz}, & z<0 .
\end{cases}
\]

Both \(\phi\) and \(\varepsilon\phi'\) are continuous. At \(z=0\) this means \(\alpha_++\alpha_-=t\) and \(\varepsilon(\alpha_+-\alpha_-)=t\), so

\[
\alpha_\pm=\frac{\varepsilon\pm1}{2\varepsilon}\,t .
\]

At \(z=d\) the conditions are

\[
\alpha_+e^x+\alpha_-e^{-x}=1-R,\qquad
\varepsilon(\alpha_+e^x-\alpha_-e^{-x})=1+R .
\]

Adding them eliminates \(R\):

\[
\frac{t}{2\varepsilon}\left[(\varepsilon+1)^2e^x-(\varepsilon-1)^2e^{-x}\right]=2 .
\]

The bracket equals \(2(\varepsilon^2+1)\sinh x+4\varepsilon\cosh x\). Hence

\[
t=\frac{2}{2\cosh x+(\varepsilon+1/\varepsilon)\sinh x}.
\]

Since \(\varepsilon+1/\varepsilon\ge2\), it follows that \(t\le e^{-Gd}\), with equality at \(\varepsilon=1\). Thickness alone separates the faces. For large \(\varepsilon\) at fixed \(x\), \(t\to2/(\varepsilon\sinh x)\), so strong screening separates them even when the film is thin.

The first condition at \(z=d\) gives the reflected amplitude. With \(b=(\varepsilon-1)/(\varepsilon+1)\), the expression for \(t\) is also \((1-b^2)e^{-x}/(1-b^2e^{-2x})\), and

\[
R=1-\frac{(1-b)(1+be^{-2x})}{1-b^2e^{-2x}}
=\frac{b(1-e^{-2x})}{1-b^2e^{-2x}} .
\]

Now place dipoles \(p\), pointing along \(+z\), at height \(h\) above the top face, one per cell of area \(A\). A lattice of unit charges at \(z_0\) has the component \((2\pi/AG)e^{-G|z-z_0|}\). Applying \(p\,\partial/\partial z_0\) gives, below the dipoles, \(-(2\pi p/A)e^{-G(z_0-z)}\). The amplitude arriving at the film is thus \(-(2\pi p/A)e^{-Gh}\).

Multiply the reflected and transmitted waves by this amplitude and take \(E_z=-\partial\phi/\partial z\). At the top dipoles, and at the mirror sites a distance \(h\) below the film, the fields are \(+pS_{\rm im}\) and \(+pS_{\rm tr}\), where

\[
S_{\rm im}=\frac{2\pi}{A}\sum_{\mathbf G\ne0}G R\,e^{-2Gh},\qquad
S_{\rm tr}=\frac{2\pi}{A}\sum_{\mathbf G\ne0}G t\,e^{-2Gh}.
\]

The \(\mathbf G=0\) term is absent by part one. Neighbours in the same plane give directly the field \(-pS_0\), with \(S_0=\sum_{l\neq0}1/R_l^3\) over the lattice vectors of length \(R_l\).

Let each adsorbate have polarizability \(\alpha\) and the dipole \(p_0\) when no other field acts. In the one-sided slab, \(p_{\rm one}=p_0+\alpha(S_{\rm im}-S_0)p_{\rm one}\). In the two-sided slab the lower dipoles point along \(-z\), and their field on the upper ones is \(-pS_{\rm tr}\). Therefore

\[
p_{\rm one}=\frac{p_0}{1+\alpha(S_0-S_{\rm im})},\qquad
p_{\rm two}=\frac{p_0}{1+\alpha(S_0-S_{\rm im}+S_{\rm tr})}.
\]

The opposite layer weakens the dipoles. Subtracting the reciprocals isolates its effect:

\[
p_{\rm one}-p_{\rm two}=\frac{\alpha S_{\rm tr}}{p_0}\,p_{\rm one}p_{\rm two}.
\]

An outward dipole lowers the vacuum level for electrons, so the change in work function caused by the adsorbates is \(\Delta W=-4\pi p/A\).

For a square lattice of period 10 Å take \(h=1.5\) Å, \(\alpha=8\) Å\(^3\) and \(p_0=0.4\) e Å. For \(d=3\) Å and \(\varepsilon=2\) the sums are \(S_0=0.00903\), \(S_{\rm im}=0.02208\) and \(S_{\rm tr}=0.00451\) Å\(^{-3}\). Then

\[
p_{\rm one}=\frac{0.4}{1-0.1044}=0.447\ \text{e Å},\qquad
p_{\rm two}=\frac{0.4}{1-0.0683}=0.429\ \text{e Å}.
\]

The changes in work function are \(-0.808\) eV and \(-0.777\) eV. They differ by 0.031 eV, about 4% of the one-sided value. The difference shrinks to 0.004 eV at 6 Å and to 0.0001 eV at 12 Å.

The unscreened film, \(\varepsilon=1\), separates the roles of thickness and screening. At 3 Å the two slabs differ by 0.025 eV; at 20 Å they differ by only \(4\times10^{-7}\) eV. Conversely, a 3 Å film with \(\varepsilon=1000\) gives a difference of 0.0004 eV.

A moderate permittivity need not help. At 3 Å the difference is larger for \(\varepsilon=2\) than for \(\varepsilon=1\). The film transmits less, but its image field enlarges the dipoles, and the difference contains the product \(p_{\rm one}p_{\rm two}\). From the calculated work functions this product rises by a factor 1.43, which outweighs the fall of \(S_{\rm tr}\) by a factor of about 0.89.

If the lower lattice is shifted sideways by \(\mathbf s\), as an inversion-symmetric slab may require, each term of \(S_{\rm tr}\) acquires the factor \(\cos(\mathbf G\cdot\mathbf s)\). The sign of the coupling can then change, but the bound on its decay remains. For a general shift the opposite layer also produces a field parallel to the surface; symmetry removes it when \(2\mathbf s\) is a lattice vector, and also at a threefold hollow site of a hexagonal lattice. This field induces in-plane dipoles, which alter the normal dipole at second order in the coupling and which the formulas above omit.

## Proof, part three: transfer with mobile charge

Return to the donor and acceptor faces, now with \(N\) bulk states per unit energy and volume in the film. Let \(w(z)\) be the electron potential energy relative to the Fermi level, with its zero chosen so that the bulk is neutral at \(w=0\). The level energies \(E_A\) and \(E_C\) are measured from the bulk neutrality level.

In the local (Thomas–Fermi) approximation, and to linear order, the excess electron density is \(-Nw\); this requires \(w\) to vary slowly on the scale of the Fermi wavelength. Since \(w\) is minus the electrostatic potential up to a constant, Poisson's equation reads

\[
w''=-\frac{4\pi}{\varepsilon}(-Nw)=\frac{w}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon}{4\pi N}} .
\]

Let \(w_d\) and \(w_0\) be the values at the treated and clean faces. The donor band edge lies \(E_A+w_d\) above the Fermi level, so the treated face has \(-g_A(E_A+w_d)\) excess electrons. The clean face has \(-g_C(E_C+w_0)\). These expressions hold while the first is negative and the second positive.

With no field outside, Gauss's law gives \(\varepsilon w'(d)=-4\pi g_A(E_A+w_d)\) and \(\varepsilon w'(0)=4\pi g_C(E_C+w_0)\). The solution inside the film is

\[
w(z)=\frac{w_0\sinh[(d-z)/\lambda]+w_d\sinh(z/\lambda)}{\sinh X},\qquad X=\frac d\lambda .
\]

Define \(K=\varepsilon/4\pi\lambda\), \(P=K\coth X\) and \(Q=K/\sinh X\). Differentiating \(w\) at each face and inserting the result in the boundary conditions gives

\[
(P+g_A)w_d-Qw_0=-g_AE_A,\qquad
(P+g_C)w_0-Qw_d=-g_CE_C .
\]

In the two-sided slab both faces have the same potential \(w_{\rm two}\), and the first equation becomes \((P+g_A)w_{\rm two}-Qw_{\rm two}=-g_AE_A\). Subtract this from the first equation of the one-sided slab. Because the local dipole step is fixed, the work functions differ by the same amount as \(w\) at the treated face:

\[
W_{\rm one}-W_{\rm two}=w_d-w_{\rm two}=\frac{Q}{P+g_A}\,(w_0-w_{\rm two}).
\]

The factor \(Q\) carries the influence of the far face. Only the equation of the treated face was used, so this result also holds when the acceptor band stays empty (then \(w_0=Qw_d/P\)); the slabs still differ, because in the two-sided slab the far face also gives electrons to the bulk. For \(d\gg\lambda\), \(Q\to2Ke^{-d/\lambda}\) and \(P\to K\), which proves the exponential decay within this local model.

In the opposite limit \(N\to0\), both \(P\) and \(Q\) tend to \(\varepsilon/4\pi d\). The two-sided equation gives \(w_{\rm two}=-E_A\). With \(\nu=g_A(E_A+w_d)\), the two face equations give \(w_0-w_d=4\pi\nu d/\varepsilon\) and \(w_0=-E_C-\nu/g_C\). Eliminating the potentials recovers the insulating formula for \(\nu\), and with it the \(1/d\) decay.

Adding \(N=0.02\ \text{eV}^{-1}\text{Å}^{-3}\) to the earlier film, with nothing else changed, gives \(\lambda=1.05\) Å. At 5 Å the difference falls from 0.235 eV to 0.004 eV, and at 10 Å from 0.153 eV to \(3\times10^{-5}\) eV. Within the model, mobile charge, rather than a change in the faces or in \(\varepsilon\), produces this agreement. The small numbers should not be carried over to real metals. For free electrons this \(N\) means \(k_F\approx1.5\) Å\(^{-1}\) and a Fermi wavelength of about 4 Å, longer than \(\lambda\), so the local response is outside its range. The quantized subbands of such a film leave a difference that oscillates in sign with thickness and is of order \(10^{-3}\) eV at 10 to 15 Å.

## Choosing a slab

If the physical object is a free-standing film treated on one side, the one-sided slab represents it, including any electron transfer. If the slab stands in for one face of a thick, undoped insulating crystal, transfer to the far face is an artefact. In the present model the two-sided slab removes it at every thickness.

The lateral channel can favour the opposite choice. In the dipole example with \(\varepsilon=2\), the thick-film value of \(\Delta W\) is \(-0.810\) eV. At 3 Å the one-sided slab is within about 0.001 eV of it, while the two-sided slab is off by 0.033 eV. The reason is visible in the formulas: the one-sided slab misses only a correction to \(R\) of order \(e^{-2Gd}\), whereas the two-sided slab also contains \(t\), of order \(e^{-Gd}\).

A comparison should therefore examine the field inside the film, the order of the filled and empty levels on its two faces, and the change with thickness. An error in the calculated level positions matters here, because it can create or suppress the overlap that drives the transfer. The formulas do not cover very thin films in which wave functions of the two faces overlap, quantum-size effects, atomic relaxation or nonlinear screening; any of these can add a further difference between the slabs. The numerical check checks numerically, within the stated models, the formulas behind the worked examples.

## Table of computed values

```
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
Cell: L = 60 angstrom, d = 10 angstrom, m = 0.005 e/angstrom
eps 1: uncorrected vacuum field = 0.01508 V/angstrom
eps 1: uncorrected film field = 0.01508 V/angstrom
eps 1: correcting jump = 0.9048 V
eps 4: uncorrected vacuum field = 0.01723 V/angstrom
eps 4: uncorrected film field = 0.00431 V/angstrom
eps 4: correcting jump = 0.9048 V
Dipole lattice: a = 10 angstrom, h = 1.5 angstrom
alpha = 8 angstrom^3, free dipole = 0.4 e angstrom
In-plane sum S_0 = 0.009034 angstrom^-3
d 3 angstrom, eps 1: dW one = -0.6750, two = -0.6504, one-two = -2.46e-02 eV
d 20 angstrom, eps 1: dW one = -0.6750, two = -0.6750, one-two = -4.23e-07 eV
d 3 angstrom, eps 2: S_im = 0.022081, S_tr = 0.004513 angstrom^-3
d 3 angstrom, eps 2: p_one = 0.44662, p_two = 0.42931 e angstrom
d 3 angstrom, eps 2: dW one = -0.8082, two = -0.7768, one-two = -3.13e-02 eV
d 6 angstrom, eps 2: dW one = -0.8095, two = -0.8054, one-two = -4.06e-03 eV
d 12 angstrom, eps 2: dW one = -0.8095, two = -0.8094, one-two = -8.44e-05 eV
d 3 angstrom, eps 1000: dW one = -1.3431, two = -1.3427, one-two = -4.10e-04 eV
Faces: eps = 4, g = 0.01 per eV angstrom^2
E_A = 0.5 eV, E_C = -0.5 eV, overlap = 1.0 eV
Bulk states N = 0.02 per eV angstrom^3, lambda = 1.0513 angstrom
Insulator d 5 angstrom: nu = 0.002346 angstrom^-2, film field = 0.1061 V/angstrom
Insulator d 5 angstrom: W_one - W_two = 0.2346 eV
Insulator d 10 angstrom: nu = 0.001533 angstrom^-2, film field = 0.0693 V/angstrom
Insulator d 10 angstrom: W_one - W_two = 0.1533 eV
  the same difference = 0.00563 hartree
Insulator d 20 angstrom: nu = 0.000905 angstrom^-2, film field = 0.0409 V/angstrom
Insulator d 20 angstrom: W_one - W_two = 0.0905 eV
Insulator d 40 angstrom: nu = 0.000498 angstrom^-2, film field = 0.0225 V/angstrom
Insulator d 40 angstrom: W_one - W_two = 0.0498 eV
Bulk states d 5 angstrom: W_one - W_two = 3.76e-03 eV
Bulk states d 10 angstrom: W_one - W_two = 3.23e-05 eV
Bulk states d 20 angstrom: W_one - W_two = 2.39e-09 eV
```
